\section*{Bonding and antibonding STM images of a symmetric Si(001) dimer}

\section{Problem}

Two equivalent silicon atoms of a symmetric surface dimer lie at $x=-a$ and $x=+a$, with $d=2a$. Each carries one upward dangling bond, $\phi_L$ or $\phi_R$, and the two orbitals share two electrons. Their common level is the zero of energy and the hopping matrix element is $-t$, with $t>0$. The orbitals are taken as real and orthonormal.

The tip is s-wave: at small bias its current is proportional to the density of the selected sample state at the tip's centre of curvature, a height $z$ above the atoms. Negative sample bias draws electrons from the filled state; positive bias injects them into the empty one.

\begin{enumerate}
\item Find the two states and the zeros of their images.
\item Under what condition does the filled state appear as one elongated protrusion, a ``bean'', rather than as two atoms?
\item Where do the maxima of the empty state lie?
\item Evaluate the answers for $d=0.23$ nm, a mean level $4.8$ eV below vacuum, $t=0.30$ eV and $z=0.60$ nm. Does a merged image prove that the orbitals combine in phase?
\end{enumerate}

\section{First estimate by scaling}

In vacuum an orbital decays roughly as $e^{-\kappa r}$. At lateral distance $s\ll z$ from its atom, $r\approx z+s^2/(2z)$, so
\begin{equation}
\phi\propto e^{-s^2/(2\sigma^2)},\qquad \sigma^2=z/\kappa .
\end{equation}
Height blurs the orbital. The second derivative of this Gaussian has the sign of $s^2/\sigma^2-1$. Two equal Gaussians centred at $\pm a$ therefore have a maximum midway if $a<\sigma$, which gives
\begin{equation}
z>\kappa a^2 .
\end{equation}
The filled state lies $4.8+0.3=5.1$ eV below vacuum, so $\kappa=\sqrt{2m(5.1\ \mathrm{eV})}/\hbar=11.57\ \mathrm{nm}^{-1}$. The estimated merging height is $11.57\times0.115^2=0.153$ nm.

For the difference of two close Gaussians, the amplitude follows the derivative of one Gaussian and peaks at $x=\pm\sigma$. The empty state lies $4.5$ eV below vacuum, with $\kappa=10.87\ \mathrm{nm}^{-1}$. Its lobes should be $2\sqrt{0.60/10.87}=0.47$ nm apart.

\section{Exact solution of the model}

\subsection{States and node}

The Hamiltonian has zero diagonal elements and off-diagonal elements $-t$. Its eigenstates are
\begin{equation}
\pi=\frac{\phi_L+\phi_R}{\sqrt2},\quad E=-t;\qquad
\pi^*=\frac{\phi_L-\phi_R}{\sqrt2},\quad E=+t .
\end{equation}
Both electrons occupy $\pi$. The mirror $x\to-x$ exchanges $\phi_L$ and $\phi_R$, so $\pi^*$ changes sign and must vanish on the whole plane $x=0$, at every height. This needs no formula for the orbital tail.

\subsection{The vacuum tail}

For a state of depth $I$ below a constant vacuum level, $\nabla^2\phi=\kappa^2\phi$ with $\kappa=\sqrt{2mI}/\hbar$. The function $e^{-\kappa r}/r$ solves this away from the atom, and so does its derivative with respect to $z$. Taking $-\partial_z$ gives the $p_z$-like tail
\begin{equation}
\phi=z\,h(r),\qquad h=\frac{(1+u)e^{-u}}{r^3},\qquad u=\kappa r .
\end{equation}
A constant prefactor is irrelevant. Since $\frac{d}{dr}[(1+u)e^{-u}]=-\kappa^2re^{-u}$,
\begin{equation}
\frac{dh}{dr}=-e^{-u}\left[\frac{\kappa^2}{r^2}+\frac{3(1+u)}{r^4}\right]=-r q,
\qquad q=\frac{(3+3u+u^2)e^{-u}}{r^5}.
\end{equation}
Similarly, $\frac{d}{dr}[(3+3u+u^2)e^{-u}]=-\kappa u(1+u)e^{-u}$, hence
\begin{equation}
\frac{dq}{dr}=-rqQ,\qquad
Q=\frac5{r^2}+\frac{\kappa^2(1+u)}{3+3u+u^2}.
\end{equation}
Along the dimer axis $r^2=s^2+z^2$ and $\partial_s=(s/r)\,d/dr$. Therefore
\begin{equation}
\phi'=-zsq,\qquad \phi''=-zq(1-s^2Q).
\label{deriv}
\end{equation}

\subsection{When the filled state merges}

Let $N(x)=\phi(x+a)+\phi(x-a)$. It is positive, so $N$ and the density $N^2/2$ have the same maxima. At the centre $N''(0)=2\phi''(a)$. If $a^2Q>1$, with $Q$ taken at $r^2=a^2+z^2$, the centre is a minimum. Because $N$ decays at large $|x|$, there is then at least one maximum on each side.

It remains to show that $a^2Q\le1$ leaves one maximum. Put $w(s)=sq$, an odd function. From \eqref{deriv},
\begin{equation}
N'(x)=z\,[w(a-x)-w(a+x)] .
\end{equation}
For $x\ge a$ this is negative, since $w(a-x)\le0$ and $w(a+x)>0$. For $0<x<a$ consider $L(x)=\ln w(a+x)-\ln w(a-x)$, which vanishes at $x=0$. Since $(\ln w)'=1/s-sQ(s)$,
\begin{equation}
L'=\frac{2a}{a^2-x^2}-\big[(a+x)Q(a+x)+(a-x)Q(a-x)\big],
\end{equation}
where the argument of $Q$ is now the lateral distance. If $sQ(s)$ is concave, the bracket is at most $2aQ(a)\le2/a$. The first term exceeds $2/a$, so $L'>0$, $L>0$ and $N'<0$.

To verify concavity, use for any $F(r)$
\begin{equation}
(sF)''=s\left[\frac{3F_r}{r}+\frac{s^2}{r^2}\left(F_{rr}-\frac{F_r}{r}\right)\right].
\end{equation}
For $F=5/r^2$ this equals $10s(s^2-3z^2)/r^6$, which is negative for $0<s<\sqrt3z$. The arguments needed are below $2a$. The condition $a^2Q\le1$ implies $5a^2<a^2+z^2$, or $2a<z$, so they lie in this range.

The second part of $Q$ is $F=\kappa^2/G$, with $G=u+2+1/(1+u)$. Here $0<G'<1$ and $G''>0$, so $F_r<0$. If the inner parenthesis is negative, the result is negative at once. Otherwise, $s^2/r^2\le1$ bounds the square bracket by
\begin{equation}
\frac{2F_r}{r}+F_{rr}=\frac{\kappa^4}{G^2}\left[-\frac{2G'}u+\frac{2G'^2}{G}-G''\right]<0,
\end{equation}
because $uG'<u<G$. This completes the proof:
\begin{equation}
\boxed{\text{one maximum}\iff a^2Q\le1 .}
\end{equation}

Both parts of $Q$ decrease with $r$. As $z$ rises from zero, $a^2Q$ falls from above 5 to zero, so there is one critical height $z_c$. For a row displaced by $y$, $r^2$ gains $y^2$ and merging is easier; along $x=0$ the density falls with $|y|$. The full constant-height image above $z_c$ thus has a single maximum.

Its shape follows from the curvatures of $N$ at the centre. Relative to $N$ they are $-(q/h)(1-a^2Q)$ along the dimer and $-q/h$ across it. The ratio of the corresponding widths is $1/\sqrt{1-a^2Q}>1$: the protrusion of an isolated dimer is long in the dimer direction.

\subsection{Lobes of the empty state}

Up to sign and normalization, the empty amplitude is $M(x)=\phi(x-a)-\phi(x+a)$. For $x>0$ it is positive, since the right atom is nearer. For $0\le x\le a$,
\begin{equation}
M'(x)=z\,[w(a-x)+w(a+x)]>0 .
\end{equation}
The amplitude is still rising above the atom, so the maxima lie outside the atomic positions. Their separation exceeds the bond length.

\section{Numbers and comparison}

At $z=0.60$ nm, $r=\sqrt{0.115^2+0.60^2}=0.611$ nm and $u=7.07$ for the filled state. Then $Q=27.96\ \mathrm{nm}^{-2}$ and $a^2Q=0.013225\times27.96=0.370$. The state is merged, with curvature elongation $1/\sqrt{0.630}=1.26$. Its full widths at half maximum are 0.41 nm along the dimer and 0.34 nm across it.

\begin{center}
\begin{tabular}{lcc}
Quantity & Scaling & Exact model\\
Merging height (nm) & 0.153 & 0.286\\
$\pi^*$ lobe separation (nm) & 0.47 & 0.42
\end{tabular}
\end{center}

The scaling height is too low by nearly a factor of two. Writing
\begin{equation}
r^2Q=u+3+\frac{3(u+2)}{u^2+3u+3}
\end{equation}
shows why. Scaling keeps the term $u$ alone, but at $z_c$ one has $u=3.57$, so the constant 3, which scaling drops, is nearly as large. The estimate becomes good for $u\gg3$. The lobe estimate is 11\% above the exact value. The algebraic factors and the higher terms in the expansion of $r$, both neglected, draw the lobes together; they outweigh the finite $a$, also neglected, which pushes them apart.

The merging condition was tested by counting maxima for $\kappa=7.0$, $11.57$ and $16.0\ \mathrm{nm}^{-1}$, each with $a=0.09$, $0.115$ and $0.15$ nm. There were two maxima at $0.7z_c$ and $0.95z_c$, and one at $1.05z_c$ and $1.5z_c$. At $z=0.20$ nm the present $\pi$ state has two maxima, with a centre at 0.80 of their density. So close an approach lies outside the weak-coupling theory of the tip, but it shows that merging is an effect of height, not of symmetry.

\subsection{Does merging prove the phase?}

Mix the two densities, both built from the same tail $\phi$ (here that of the filled state), as $D=(1-p)|\pi|^2+p|\pi^*|^2$. Near the centre,
\begin{equation}
|\pi|^2\approx2\phi^2+2\phi\phi''x^2,\qquad |\pi^*|^2\approx2\phi'^2x^2,
\end{equation}
with all functions taken at $s=a$. A central maximum requires $(1-p)\phi\phi''+p\phi'^2<0$. Inserting \eqref{deriv} gives
\begin{equation}
p<p_c=\frac{1-a^2Q}{1-a^2Q+a^2q/h}=0.66 .
\end{equation}
At $p=1/2$ the interference terms cancel and $D=(\phi_L^2+\phi_R^2)/2$. This incoherent sum still has one maximum here. A merged bean is therefore no proof of bonding phase; the central node of the empty state is the phase-sensitive feature.

\subsection{The node in constant-current mode}

The pure $\pi^*$ density has no constant-current contour at $x=0$. Add a laterally uniform background, a fraction $b$ of the lobe signal at height $z$, decaying as $e^{-2\kappa z}$. Over the node the tip descends by $\delta$ until $be^{2\kappa\delta}=1+b$, so
\begin{equation}
\delta=\frac{1}{2\kappa}\ln\frac{1+b}{b}.
\end{equation}
For $b=0.05$, $\delta=\ln21/(2\times10.87\ \mathrm{nm}^{-1})=0.14$ nm. The measured depth would depend on the background as well as on the orbital.

\section{The model beside a real Si(001) surface}

The bond length, level depth and hopping are rough values for Si(001). The numbers above also belong to an upright, pure $p_z$ tail, whereas a real dangling bond has s character and tilts outward. A pure s tail $e^{-\kappa r}/r$ gives a merging height of 0.24 nm. A $p$ tail tilted outward by $15^\circ$ or $30^\circ$ gives 0.34 or 0.41 nm, with curvature elongations of 1.38 or 1.62 at $z=0.60$ nm and lobe separations of 0.43 to 0.45 nm. Real dimers are buckled. At room temperature they flip rapidly compared with the scan and can look symmetric; frozen dimers do not obey the mirror argument.

For a level difference $\Delta$, the product of the two coefficients in either state has magnitude $t/\sqrt{\Delta^2+4t^2}$. Averaging over flips gives the mixture above, with
\begin{equation}
p=\frac12\left(1-\frac{2t}{\sqrt{\Delta^2+4t^2}}\right)
\end{equation}
as the weight of the wrong state. For an illustrative $\Delta=0.60$ eV, $p=0.146$. The decay constants are kept at their values for the symmetric dimer. The filled image stays merged, but the centre of the empty image rises from zero to 0.78 of its peak.

Adding a height difference of 0.07 nm, with the mean height fixed, lowers this ratio to 0.0003. The upper atom has the lower level. From the eigenvalue equation, the empty state's coefficient on it is $(\sqrt{\Delta^2+4t^2}-\Delta)/(2t)=0.41$ of that on the lower atom in magnitude, while the tail of the upper atom, from the formula for $\phi$, is 2.4 times larger at the centre. The product is close to one, so the two amplitudes nearly cancel. This is a coincidence of the chosen values, not a restored symmetry. With the same height difference, $\Delta=0.20$ eV gives a ratio of 0.45 and $\Delta=1.20$ eV gives 0.48. For these three values of $\Delta$ the centre thus ranges from almost zero to about half the peak, and other values can fill it further. The depth of the node depends on $\Delta$ and on the height difference as well as on $t$, so by itself it does not measure $t$.

Other effects were estimated as well:
\begin{itemize}
\item An on-site repulsion of 1.0 eV puts a fraction 0.116 of the electrons in $\pi^*$. The filled density, integrated over all removal energies, still has one maximum.
\item A negative sample bias of 1.5 V, treated as a lowering of the mean barrier by half the bias, changes the merging height from 0.286 to 0.280 nm.
\item Two neighbouring dimers at 0.384 nm in the row, added incoherently, contribute 8\% of the dimer's own filled density at its centre. Their effect on the shape is much larger: the density midway between dimers rises from 0.41 to 0.77 of that at the centre, and the curvature elongation falls from 1.26 to 1.00. At this height the elongated bean is therefore a property of the isolated dimer; in the row, this model gives a top that is round only close to its maximum. At 80\% of the peak density it measures about 0.24 nm along the dimer and 0.30 nm along the row.
\item A tip that adds $0.10\,|\partial_x\psi/\kappa|^2$ to the signal fills the node to 5\% of the s-wave lobe.
\item Dimers of the adjacent rows at 0.768 nm, added incoherently, leave the node of the empty image at 0.2\% of the peak but fill the trough between rows to 0.72 of it and move the lobes to 0.44 nm apart. At $z=0.80$ nm the facing lobes of two rows practically merge, and the bright feature then lies over the trough.
\item At 300 K, with the Fermi level midway between the states, the thermal occupation of $\pi^*$ is about $10^{-5}$.
\end{itemize}
These estimates size each effect separately within the two-orbital model and do not replace a calculation of the surface bands.

\section*{Computed results}
\begin{verbatim}
dimer length d = 0.230 nm, half length a = 0.115 nm
mean level below vacuum = 4.80 eV, hopping t = 0.30 eV
energies pi, pi* = -0.300, 0.300 eV
with overlap S = 0.10: -0.2727, 0.3333 eV
decay constant pi = 11.570 1/nm, pi* = 10.868 1/nm
tip height z = 0.600 nm, r = 0.6109 nm, u = 7.068
Q = 27.959 1/nm^2, a^2 Q = 0.3698
critical merging height = 0.2864 nm
same from direct density curvature = 0.2864 nm
curvature elongation of bean = 1.260
bean full width at half maximum, along dimer = 0.4139 nm
bean full width at half maximum, across dimer = 0.3394 nm
pi at z = 0.20 nm: number of maxima = 2
pi at z = 0.20 nm: centre/peak = 0.8017
pi* lobe separation at z = 0.60 nm: 0.4239 nm
pi* lobe / pi centre density = 0.2495
flat background fraction b = 0.05, dip depth = 0.1401 nm
tip height over node at constant current = 0.4599 nm
critical pi* admixture in filled image = 0.6593
incoherent sum (p = 0.5): number of maxima = 1
buckling level asymmetry = 0.60 eV, p = 0.1464
flip-averaged empty image, centre/peak, levels only = 0.7826
buckling height difference = 0.070 nm
flip-averaged empty image, centre/peak, levels+heights = 0.0003
flip-averaged empty image, maxima: levels only, levels+heights = 2, 2
flip-averaged filled image, maxima, levels+heights = 1
repulsion U = 1.00 eV, pi* admixture p = 0.1159
filled image with that admixture: maxima = 1
bias magnitude = 1.50 V, mean-barrier decay constants: pi 10.685, pi* 11.739 1/nm
critical merging height under bias = 0.2795 nm
dimer spacing in row = 0.384 nm, two neighbours' density / own at centre = 0.0764
p-wave tip weight = 0.10: pi* centre / s-wave lobe = 0.0524
thermal occupation of pi* at 300 K = 9.12e-06
\end{verbatim}
